# Does the two-centre Dirac problem separate in prolate spheroidal coordinates?

## The argument under comment

The argument concerns one electron in the field of two fixed point charges, as in a slow ion collision treated at successive internuclear distances. It runs as follows.

1. In prolate spheroidal coordinates the two-centre Coulomb potential, multiplied by a suitable factor, splits into a function of one coordinate plus a function of the other.
2. The Schrödinger equation therefore separates, and the separation constant is an additional quantum number.
3. The Dirac Hamiltonian contains the same potential. It therefore separates too, and its levels carry the same additional label.
4. Levels with different labels do not interact, so relativistic correlation diagrams contain true crossings wherever the Schrödinger diagrams do.

I take the steps in order. Atomic units are used. The charges \(Z_1\) and \(Z_2\) sit at \(z=-a\) and \(z=+a\), the distance is \(R=2a\), and \(r_1,r_2\) are the distances of the electron from them. Nuclear size, nuclear motion and radiative corrections are left out.

## Steps 1 and 2: the Schrödinger equation

Let \(\xi=(r_1+r_2)/R\), \(\eta=(r_1-r_2)/R\) and \(w=\xi^2-\eta^2\). Then \(r_1=a(\xi+\eta)\), \(r_2=a(\xi-\eta)\), and
\[
z=a\xi\eta,\qquad \rho=a\sqrt{(\xi^2-1)(1-\eta^2)} .
\]
The scale factors are \(h_\xi^2=a^2w/(\xi^2-1)\), \(h_\eta^2=a^2w/(1-\eta^2)\) and \(h_\phi=\rho\). Their product is \(a^3w\), while \(h_\eta h_\phi/h_\xi=a(\xi^2-1)\) and \(h_\xi h_\phi/h_\eta=a(1-\eta^2)\). The general formula for the Laplacian in orthogonal coordinates gives
\[
a^2w\nabla^2=\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta+\Big[\frac1{\xi^2-1}+\frac1{1-\eta^2}\Big]\partial_\phi^2 ,
\]
where the bracket is \(w/[(\xi^2-1)(1-\eta^2)]\) in partial fractions. The potential is
\[
V=-\frac{Z_1}{r_1}-\frac{Z_2}{r_2}=-\frac{(Z_1+Z_2)\xi+(Z_2-Z_1)\eta}{a\,w}.
\]
So \(wV\) is indeed a sum, and step 1 is correct. With \(H=-\tfrac12\nabla^2+V\),
\[
-2a^2wH=M+N,
\]
\[
M=\partial_\xi(\xi^2-1)\partial_\xi+\frac{\partial_\phi^2}{\xi^2-1}+2a(Z_1+Z_2)\xi,
\]
\[
N=\partial_\eta(1-\eta^2)\partial_\eta+\frac{\partial_\phi^2}{1-\eta^2}+2a(Z_2-Z_1)\eta .
\]
\(M\) and \(N\) commute, since they share only \(\partial_\phi\). For \(H\psi=E\psi\) and a product \(\psi=X(\xi)Y(\eta)e^{im\phi}\), the equation splits into \((N-2a^2E\eta^2)\psi=\mu\psi\) and \((M+2a^2E\xi^2)\psi=-\mu\psi\).

The separation constant belongs to an operator that does not contain \(E\). Replace \(E\) by \(H\), standing to the right, and define
\[
C=-N+2a^2\eta^2H-2a^2H .
\]
On a separated state its value is \(-\mu-2a^2E\). To prove that it is conserved, take commutators of \(wH=-(M+N)/2a^2\). With \(N\), the right side gives zero, so \([w,N]H+w[H,N]=0\). Because \(N\) commutes with \(\xi^2\), \([w,N]=-[\eta^2,N]\), and hence
\[
w[H,N]=[\eta^2,N]H .
\]
With \(\eta^2\), only \(N\) contributes: \(w[H,\eta^2]=[\eta^2,N]/2a^2\). Therefore
\[
w[H,C]=-w[H,N]+2a^2w[H,\eta^2]H=-[\eta^2,N]H+[\eta^2,N]H=0 .
\]

In Cartesian language this constant reads
\[
C=L^2-a^2(p_x^2+p_y^2)+2a\Big[\frac{Z_1(z+a)}{r_1}-\frac{Z_2(z-a)}{r_2}\Big].
\]
For the potential part, the coefficient of \(Z_1\) in the definition is \(2a[\eta+(1-\eta^2)/(\xi+\eta)]=2a(1+\xi\eta)/(\xi+\eta)=2a(z+a)/r_1\). The coefficient of \(Z_2\) follows in the same way.

For the kinetic part, let \(N_0\) be \(N\) without charges. We need \(-N_0+a^2(1-\eta^2)\nabla^2=L^2+a^2(\partial_x^2+\partial_y^2)\). Both sides are second-order operators that annihilate constants, so agreement on linear and quadratic functions suffices:

- On \(z\) and \(x\pm iy\) both sides give the factor 2. On \(z(x\pm iy)\) and \((x\pm iy)^2\) both give 6, because the \(\eta\) factors are associated Legendre functions.
- On \(z^2\), using \(r^2=a^2(\xi^2+\eta^2-1)\), the left side is \(-a^2\xi^2(2-6\eta^2)+2a^2(1-\eta^2)=6z^2-2r^2\), which is \(L^2z^2\).
- On \(\rho^2\), the left side is \(a^2(\xi^2-1)(2-6\eta^2)+4a^2(1-\eta^2)=2r^2-6z^2+4a^2\), again equal to the right side.

Step 2 stands. It has a visible consequence: two levels with the same \(m\) and parity may cross if their values of \(C\) differ, because neither the separated equations nor \(H\) itself couples them.

## Step 3: what the Dirac Hamiltonian keeps

The Dirac Hamiltonian is \(H_D=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V\). Rotation about the axis gives
\[
[L_z,\boldsymbol\alpha\cdot\mathbf p]=i(\alpha_xp_y-\alpha_yp_x),\qquad
[\tfrac12\Sigma_z,\boldsymbol\alpha\cdot\mathbf p]=i(\alpha_yp_x-\alpha_xp_y).
\]
The sum vanishes, so \(J_z=L_z+\tfrac12\Sigma_z\) is conserved, while \(L_z\) alone is not. Inversion \(I\) reverses \(\mathbf p\), and \(\beta\) reverses \(\boldsymbol\alpha\) under conjugation. Thus \(\beta I\) leaves the kinetic term unchanged, and it commutes with \(H_D\) if \(V(-\mathbf r)=V(\mathbf r)\), that is, for equal charges. Reflection in a plane containing the axis is also a symmetry, but it turns \(J_z\) into \(-J_z\). It relates two blocks and supplies no label within one.

The argument assumes that the separating factor \(w\) still works. Write the four-spinor as \((\varphi,\chi)\) and measure \(E\) without the rest energy:
\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-V)\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=K\chi,\qquad K=2c^2+E-V .
\]
Insert \(\chi=cK^{-1}\boldsymbol\sigma\cdot\mathbf p\,\varphi\) in the first equation, use \(\nabla K^{-1}=K^{-2}\nabla V\), and multiply by \(K\):
\[
c^2p^2\varphi-\frac{ic^2}{K}(\boldsymbol\sigma\cdot\nabla V)(\boldsymbol\sigma\cdot\mathbf p)\varphi=(E-V)(2c^2+E-V)\varphi .
\]
The right side contains \(V^2\). For unit charges and \(a=1\), \(wV^2=4\xi^2/w\), and
\[
\partial_\xi\partial_\eta\frac{4\xi^2}{w}=-\frac{16\,\xi\eta(\xi^2+\eta^2)}{w^3}.
\]
A sum \(f(\xi)+g(\eta)\) would give zero. At \(\xi=3/2\), \(\eta=1/3\) the value is \(-1.9304\), whereas the corresponding derivative of \(wV\) vanishes. The inference from the potential to the whole equation thus fails even before the spin term is considered.

This closes one route to separation, not every route. Nor is it enough that \(C\) itself fails to commute with \(H_D\), as a direct test confirms. A defender could propose that \(C\) merely needs a relativistic correction. That proposal requires its own answer.

## Can the constant be repaired?

The claim needs a precise form, since functions of \(H_D\), and projectors on its eigenstates, commute with \(H_D\) for any potential. The meaningful question is whether a constant exists that passes smoothly into \(C\) as \(c\to\infty\), with a regular first correction of order \(1/c^2\) also at a level crossing.

First we need the Hamiltonian to that order. Expanding \(c^2/K\simeq\tfrac12-(E-V)/4c^2\) in the eliminated equation gives
\[
\Big[H+\frac{1}{4c^2}\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\Big]\varphi=E\Big[1+\frac{p^2}{4c^2}\Big]\varphi .
\]
The bracket on the right is also the norm of the four-spinor, because \(\chi\simeq\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c\). Setting \(\varphi=(1-p^2/8c^2)\Phi\) restores the ordinary norm. Multiplying the equation from the left by the same factor and keeping terms up to \(1/c^2\) then yields \((H+H')\Phi=E\Phi\) with
\[
H'=\frac1{4c^2}\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p-\frac1{8c^2}\big(p^2H+Hp^2\big).
\]

Suppose now that \(C+C'\), with \(C'\) of order \(1/c^2\), commutes with \(H+H'\) to that order. Then \([C,H']+[C',H]=0\). Between two eigenstates of \(H\) and \(C\) this says
\[
(C_1-C_2)\langle1|H'|2\rangle+(E_2-E_1)\langle1|C'|2\rangle=0 .
\]
At a crossing, \(E_1=E_2\) but \(C_1\ne C_2\). A finite \(C'\) would therefore require \(\langle1|H'|2\rangle=0\).

The equation also shows why, for bound states, the question must be asked at a crossing. Between bound states of different energy one can solve it for the matrix element of \(C'\), which is proportional to \(1/(E_1-E_2)\). Such a correction is assembled from the spectrum, state by state, and it diverges at the crossing if the coupling there is not zero. Everything turns on that one number.

## The coupling between two crossing σ states

Let \(\varphi_1,\varphi_2\) be real, normalized \(\sigma\) functions (\(m=0\)) with common energy \(E\) and the same spin. Each \(H\) in \(H'\) then acts on a state of energy \(E\), so
\[
\langle1|H'|2\rangle=\frac1{4c^2}\langle\boldsymbol\sigma\cdot\mathbf p\,\varphi_1|(V-E)|\boldsymbol\sigma\cdot\mathbf p\,\varphi_2\rangle .
\]
The product of Pauli matrices gives \(\nabla\varphi_1\cdot\nabla\varphi_2+i\boldsymbol\sigma\cdot(\nabla\varphi_1\times\nabla\varphi_2)\). Both gradients lie in the plane through the axis, so their cross product points along the azimuthal direction. The corresponding spin matrix has no diagonal element for spin along \(z\). Spin-orbit coupling drops out at this order, and
\[
c^2\langle1|H'|2\rangle=\frac14\int(V-E)\,\nabla\varphi_1\cdot\nabla\varphi_2\,d^3r .
\]

A second form shows the physical origin. Use
\[
\nabla\varphi_1\cdot\nabla\varphi_2=\tfrac12\big[\nabla^2(\varphi_1\varphi_2)-\varphi_1\nabla^2\varphi_2-\varphi_2\nabla^2\varphi_1\big],
\]
with \(\nabla^2\varphi_i=2(V-E)\varphi_i\). Two integrations by parts move the first Laplacian onto \(V\), where \(\nabla^2V=4\pi\sum_kZ_k\delta(\mathbf r-\mathbf R_k)\). The boundary terms vanish for bound states. The result is
\[
c^2\langle1|H'|2\rangle=-\frac12\int(E-V)^2\varphi_1\varphi_2\,d^3r+\frac{\pi}{2}\sum_kZ_k\,\varphi_1(\mathbf R_k)\varphi_2(\mathbf R_k).
\]
The first term is the mass-velocity correction \(-p^4/8c^2\), and the second is the Darwin term. No symmetry makes their sum vanish when both states have the same \(J_z\) and parity, but absence of a reason is not a value. The integrals must be evaluated.

## A crossing examined: equal charges

For equal charges \(Z\), measure length in bohr\(/Z\) and energy in \(Z^2\) hartree. The Schrödinger problem then has unit charges and no parameter besides \(R\). The Dirac problem also contains the speed of light \(c/Z\).

The states of interest are \(2s\sigma_g\), with one node in \(\xi\) and none in \(\eta\), and \(3d\sigma_g\), with none in \(\xi\) and two in \(\eta\). At \(R=3\) bohr\(/Z\) their energies are \(-0.31889\) and \(-0.25750\), with \(C=0.925\) and \(6.566\). They meet at
\[
R=4.0535\ \text{bohr}/Z,\qquad E=-0.28712\ Z^2\ \text{hartree},
\]
where \(C=1.485\) for \(2s\sigma_g\) and \(7.185\) for \(3d\sigma_g\). A two-dimensional diagonalization of \(H\), in a basis of products of functions of \(\xi\) and \(\eta\) but without solving the separated equations, finds the two levels degenerate there to within rounding. The extra constant does what steps 1 and 2 say it does.

At the same point the two relativistic contributions, multiplied by \((c/Z)^2\), are
\[
0.07698-0.06452=0.01246 ,
\]
in scaled atomic units. The overall sign depends on the arbitrary signs of the two functions; the relative sign does not. The mass-velocity and Darwin terms largely cancel, but not completely. The gradient form gives the same 0.01246. Since \(C_1-C_2=-5.70\) is not zero either, the condition for a repaired constant is violated. No continuation of \(C\) has a first correction that stays regular through this crossing.

## Step 4: what happens to the crossing

Near the crossing, the two states form a two-level problem with diagonal difference \(\Delta(R)\) and coupling \(u=\langle1|H'|2\rangle\). The eigenvalues of the \(2\times2\) matrix differ by
\[
\sqrt{\Delta(R)^2+4u^2}.
\]
If \(u\) varies slowly, the smallest gap is \(2|u|\), reached where \(\Delta=0\). The diagonal elements of \(H'\) shift that point by an amount of order \((Z/c)^2\) in scaled units. To leading order the smallest gap is
\[
2|u|=0.02492\,(Z/c)^2\,Z^2\ \text{hartree}.
\]
It therefore grows as \(Z^4\) in hartree.

This prediction can be compared with a four-component diagonalization in the block \(J_z=1/2\), even parity, which assumes neither the two-level model nor the expansion in \(1/c^2\):

| \(Z\) | \(R\) at smallest gap (bohr\(/Z\)) | Dirac gap (\(Z^2\) hartree) | Dirac gap / \(2\lvert u\rvert\) |
|---|---|---|---|
| 5 | 4.0517 | \(3.318\times10^{-5}\) | 1.0001 |
| 10 | 4.0461 | \(1.3280\times10^{-4}\) | 1.0006 |
| 20 | 4.0233 | \(5.322\times10^{-4}\) | 1.0025 |

The ratio approaches 1 as \(Z\) falls. Its last digit is uncertain by about one unit, because the coupling is evaluated only to about one part in \(10^4\) (the two forms give 0.012461 and 0.012460). Its excess over 1 rises about fourfold from \(Z=10\) to \(Z=20\), as a correction of relative order \((Z/c)^2\) would. The displacement from the Schrödinger crossing is 0.0075 and then 0.0302 bohr\(/Z\), also a factor of four, in line with the diagonal shifts just described.

For two model charges \(Z=20\), \(c/Z=6.8518\), and the first-order gap is
\[
\frac{0.02492}{6.8518^2}\times400=0.2123\ \text{hartree}.
\]
The Dirac calculation gives 0.2129 hartree, or 5.79 eV, at \(R=0.2012\) bohr; the Schrödinger crossing lies at 0.2027 bohr. The Dirac levels there are \(-115.744\) and \(-115.532\) hartree. The next level of the same symmetry, at \(-92.958\) hartree, is more than 22 hartree away, which supports the two-level description. Enlarging the basis leaves the gap at 0.2129 hartree. In a one-centre test with \(Z=20\), the largest error of the four-component method was \(3.9\times10^{-4}\) of the relativistic energy shift.

Step 4 is therefore wrong for this pair. The gap is small compared with the level energies, so a coarse correlation diagram may look as if the curves cross. Small coupling is not the same as a conservation law.

## Limits, and consequences for collisions

**Nonrelativistic limit.** As \(Z/c\to0\), the scaled gap vanishes as \((Z/c)^2\) and the separation constant returns. For light ions it can remain a useful approximate label, especially away from crossings.

**United atom.** As \(R\to0\) at fixed charges, \(V\) becomes central. The calculation given for \(J_z\) then applies to every axis, so \(J^2\) is conserved. The limit of \(C\) is \(L^2\), which is not itself conserved, because \(\mathbf p\) changes the orbital quantum number by one. Here, however, a repaired constant exists. From \(\mathbf L\cdot\mathbf p=0\) and \(\mathbf L\times\mathbf p+\mathbf p\times\mathbf L=2i\mathbf p\) it follows that \(\boldsymbol\sigma\cdot\mathbf L+1\) anticommutes with \(\boldsymbol\sigma\cdot\mathbf p\), so \(\Lambda=\beta(\boldsymbol\Sigma\cdot\mathbf L+1)\) commutes with \(H_D\). Since \((\boldsymbol\sigma\cdot\mathbf L)^2=L^2-\boldsymbol\sigma\cdot\mathbf L\), the combination \(\Lambda^2-\Lambda\) equals \(L^2\) on the upper components \(\varphi\). At finite \(R\), \(V\) depends on the polar angle, and both \(J^2\) and \(\Lambda\) are lost.

**Which crossings survive.** Levels with different \(J_z\) can still cross, as can levels of opposite parity when the charges are equal. With unequal charges parity no longer protects a crossing. States that differ in \(m\) but share \(J_z\), such as a \(\sigma\) and a \(\pi\) state, lose the protection of \(L_z\); for them the cross-product term omitted above can contribute.

**Passage in time.** Suppose the ions pass the avoided crossing at radial speed \(v\), and the uncoupled energies have slope difference \(F\). The coupling matters over a distance of about \(2|u|/F\), hence for a time \(2|u|/(Fv)\). Comparing this with the response time \(1/(2|u|)\) gives the parameter \(4u^2/(Fv)\). If it is large, the electron follows the lower or upper Dirac curve and changes character. If it is small, it passes almost as though the curves crossed. Treating the crossing as exact leaves out \(u\), and so misses the first outcome, which requires \(v\ll4u^2/F\). For the charges considered here that condition is not met in a free collision. With \(Z=20\), \(F\approx410\) hartree/bohr and \(4u^2/F\approx10^{-4}\) atomic units of velocity, whereas at \(R\approx0.2\) bohr the mutual repulsion of two ions of mass near 40 u accelerates them from rest to about 0.017 atomic units within the distance \(2|u|/F\). The parameter then stays of order \(10^{-2}\) or less, and within this two-level model the electron changes character in under one per cent of passages. The avoided crossing is real in the fixed-centre spectrum, but for such ions it is traversed almost diabatically. This estimate leaves out the radial coupling \(v\langle1|\partial_R|2\rangle\), which is present already in the Schrödinger theory and for \(Z=20\) matches \(|u|\) near \(v\approx0.3\) atomic units. It also assumes a fixed axis, as in a head-on collision; when the axis turns, \(J_z\) along it need not be conserved either.

## Assessment

Steps 1 and 2 are correct and should be kept. Step 3 should be withdrawn: sharing a potential does not mean sharing its separation constant. The relativistic levels should be labelled by \(J_z\) and, for equal charges, parity, and followed by energy order within each block. In step 4, crossings inside one block should be treated as avoided unless the coupling has been shown to vanish. The values used here are listed in the numerical output below.

## Calculated quantities

```
Commutators at a generic point (largest component, a = 1, atomic units)
  Schrodinger H with C, charges 1 and 3: 4.3e-165
  Dirac H with Jz, charges 1 and 3: 7.6e-167
  Dirac H with Lz, charges 1 and 3: 3.709
  Dirac H with parity, charges 1 and 1: 4.9e-165
  Dirac H with parity, charges 1 and 3: 0.653
  Dirac H with C, charges 1 and 1: 30.749
Mixed derivative at xi = 3/2, eta = 1/3 (unit charges, a = 1)
  of (xi^2-eta^2) V: 0.0e+00; of (xi^2-eta^2) V^2: -1.9304
Scaled units: length bohr/Z, energy Z^2 hartree
Schrodinger sigma-g levels at R = 3.0 bohr/Z, with C (hbar^2)
  separated -0.9108962, two-dimensional -0.9108962, C = 2.45803
  separated -0.3188871, two-dimensional -0.3188871, C = 0.92484
  separated -0.2575043, two-dimensional -0.2575043, C = 6.56613
Schrodinger crossing 2s sigma-g / 3d sigma-g: R = 4.05352 bohr/Z
  common energy: -0.287123 Z^2 hartree
  two-dimensional gap there: 2.3e-14 Z^2 hartree
  C of 2s sigma-g: 1.48457 hbar^2; of 3d sigma-g: 7.18537 hbar^2
First-order coupling times (c/Z)^2, scaled atomic units (common sign free)
  mass-velocity 0.076981, Darwin -0.064519, sum 0.012461
  sum from the gradient form: 0.012460
One-centre Dirac check, Z = 20: error / relativistic shift 3.9e-04
Dirac avoided crossing, Jz = 1/2, even parity
  Z = 5: R = 4.05165 bohr/Z, gap 3.3182e-05, first order 3.3179e-05 Z^2 hartree, ratio 1.0001
  Z = 10: R = 4.04605 bohr/Z, gap 1.3280e-04, first order 1.3272e-04 Z^2 hartree, ratio 1.0006
  Z = 20: R = 4.02332 bohr/Z, gap 5.3217e-04, first order 5.3086e-04 Z^2 hartree, ratio 1.0025
Worked example, Z = 20 for both charges
  speed of light c = 137.0360 atomic units; c/Z = 6.85180
  Schrodinger crossing at R = 0.20268 bohr
  Dirac closest approach at R = 0.20117 bohr
  Dirac levels there: -115.7444 and -115.5316 hartree
  next level of the same symmetry: -92.9578 hartree
  Dirac gap: 0.2129 hartree = 5.792 eV
  first-order gap: 0.2123 hartree
  gap in the larger basis: 0.2129 hartree
```
